# Why gentle in-phase line wiggling costs little dielectric lifetime

**Definitions and conventions**

Two neighbouring metal lines run along $y$. The dielectric between them is bounded by the edges that face each other,

$$x_1=h_1(y),\qquad x_2=S_0+h_2(y),$$

where $h_1$ and $h_2$ have zero mean along the line. The gap at a given height $y$ is $S(y)=S_0+h_2-h_1$. Angle brackets denote an average over $y$, $s_i^2=\langle h_i^2\rangle$ is the variance of edge $i$, and

$$c=\frac{\langle h_1h_2\rangle}{s_1s_2}$$

is the correlation of the facing edges at the same $y$. These edges belong to different lines. The correlation between the two edges of one line governs how much the width of that line varies and does not by itself determine the gap variation.

The voltage $V$ is held fixed, and $E_0=V/S_0$. The field sensitivity of the lifetime $\tau$ is $m=-d\ln\tau/d\ln E$, taken at $E_0$. The loss factor $L$ is the lifetime with straight edges divided by the lifetime with wiggly edges, both at 63.2 % failures.

**What correlation does to the gap**

Since $S-S_0=h_2-h_1$, squaring and averaging gives

$$\operatorname{var}(S)=\langle h_2^2\rangle+\langle h_1^2\rangle-2\langle h_1h_2\rangle=s_1^2+s_2^2-2c\,s_1s_2 .$$

For equal variances $s^2$ this is $2s^2(1-c)$. It vanishes at $c=1$, where the edges move together, and reaches $4s^2$ at $c=-1$. If the variances differ, $(s_1-s_2)^2$ remains at $c=1$.

A sinusoidal wiggle makes this concrete. Let $h_1=A\sin ky$ and $h_2=A\sin(ky+p)$, so that $s^2=A^2/2$ and $c=\cos p$. Then

$$h_2-h_1=2A\sin(p/2)\cos(ky+p/2),$$

whose variance is $2A^2\sin^2(p/2)=A^2(1-\cos p)=2s^2(1-c)$, as required.

**From gap to lifetime**

Divide the line into $N$ equal segments, short compared with the wiggle, that fail independently. Let $\tau(S)$ be the 63.2 % lifetime of a whole line with uniform gap $S$, and $\beta$ the Weibull shape, taken to be the same for every gap. One segment survives to time $t$ with probability $\exp\{-[t/\tau(S_i)]^\beta/N\}$. The line survives only if all segments do, so the probabilities multiply and the exponents add:

$$P(t)=\exp\left[-t^\beta\left\langle\tau(S)^{-\beta}\right\rangle\right].$$

The shape $\beta$ is unchanged, provided every line has the same average. Finite lines with random roughness differ in this average, and their combined failure times then show a lower apparent shape, so $\beta$ here is the value for a uniform gap. The 63.2 % point is where the exponent equals $-1$, at $t=\langle\tau(S)^{-\beta}\rangle^{-1/\beta}$. Hence

$$L=\left\langle\left[\frac{\tau(S_0)}{\tau(S)}\right]^\beta\right\rangle^{1/\beta}.$$

Take first the law $\tau\propto e^{-\gamma E}$ with $E=V/S$. Then $m=\gamma E_0$ and $\tau(S_0)/\tau(S)=\exp[m(S_0/S-1)]$. With $\delta=(S-S_0)/S_0$, we have $S_0/S-1\simeq-\delta+\delta^2$, and to second order

$$e^{\beta m(-\delta+\delta^2)}\simeq1-\beta m\delta+\beta m\delta^2+\tfrac12\beta^2m^2\delta^2 .$$

The linear term averages to zero. Taking the logarithm, dividing by $\beta$ and inserting $\langle\delta^2\rangle=2s^2(1-c)/S_0^2$ gives

$$\ln L\simeq\frac{s^2(1-c)}{S_0^2}\left(\beta m^2+2m\right).$$

The damage comes from convexity: places narrowed by a given amount raise the hazard by more than places widened by the same amount lower it. Positive correlation reduces the variation on which this convexity acts, and full correlation with equal variances removes it.

Other lifetime laws change only the second term in the bracket, which for the exponential law is the smaller one when $\beta m>2$. If $\ln\tau$ falls linearly with $\sqrt E$, the exponent is $2m(\sqrt{S_0/S}-1)\simeq-m\delta+\tfrac34m\delta^2$, and $2m$ becomes $\tfrac32m$. For a power law the exponent is $-m\ln(1+\delta)\simeq-m\delta+\tfrac12m\delta^2$, and $2m$ becomes $m$. The expansion requires both $\sqrt{\langle\delta^2\rangle}$ and $\beta m\sqrt{\langle\delta^2\rangle}$ to be well below one. Otherwise the full average must be used.

**What remains when the gap is constant**

So far the field has been taken as $V/S(y)$, which ignores the slope and curvature of the edges. To include them, solve the Laplace equation in the plane, with potential zero on the left edge and $V$ on the right. This treats the lines as infinitely tall: it describes the middle of the sidewall of lines at least as tall as the gap, and leaves out the higher field near their top and bottom corners. Write $\phi=E_0x+\phi_1$ and keep terms linear in $h$. The two edge conditions become

$$\phi_1(0,y)=-E_0h_1,\qquad \phi_1(S_0,y)=-E_0h_2 .$$

For common motion, $h_1=h_2=h$ with wave number $k$, the solution is even about the middle of the gap. With $z=kS_0/2$,

$$\phi_1=-E_0h\,\frac{\cosh[k(x-S_0/2)]}{\cosh z}.$$

For opposed motion, $h_1=-h_2=h$, it is odd:

$$\phi_1=E_0h\,\frac{\sinh[k(x-S_0/2)]}{\sinh z}.$$

Differentiating with respect to $x$ at $x=0$ gives the relative field change at the left electrode:

$$\frac{\delta E}{E_0}=kh\tanh z\ \text{(common)},\qquad \frac{\delta E}{E_0}=kh\coth z\ \text{(opposed)}.$$

Evaluating at $x=0$ instead of $x=h$, and omitting the $y$ component of the field, changes the magnitude only at second order. Both changes are positive for $h>0$, where the electrode bulges into the dielectric. Their ratio is $\tanh^2z$, about $(kS_0/2)^2$ for long waves. In common motion the opposite electrode recedes where the first advances, and for long waves this cancels nearly all of the field concentration.

Any pair of edges splits into a common part $(h_1+h_2)/2$ and an opposed part $(h_1-h_2)/2$. Their covariance is $(s_1^2-s_2^2)/4$, which vanishes for equal variances. For edges with a single wave number $k$, the two contributions to the field variance therefore add:

$$\frac{\langle\delta E^2\rangle}{E_0^2}=\frac{k^2s^2}{2}\left[(1+c)\tanh^2z+(1-c)\coth^2z\right].$$

For $z\to0$ and $c<1$, $\coth z\to1/z$ and this returns $2s^2(1-c)/S_0^2$, the gap result. At $c=1$ it leaves $k^2s^2\tanh^2z$, which is small for long waves but not zero.

At second order there is also a slant effect. Where parallel edges run at slope $h'$, the distance along their normal is $S_0/\sqrt{1+h'^2}$ for long waves, so the field is $E_0\sqrt{1+h'^2}\simeq E_0(1+h'^2/2)$. Since $\langle h'^2\rangle=A^2k^2/2$, the mean field rises by the fraction $(Ak)^2/4$ for long waves. At shorter wavelengths the rise falls below this estimate. At fixed amplitude it still grows as the wavelength shortens, peaks at a wavelength between $2S_0$ and $3S_0$, and then shrinks; for amplitudes up to $0.1S_0$ the mean field falls below $E_0$ at wavelengths of $1.5S_0$ or less. This second-order change must be kept, because the first-order change also enters the lifetime through its square.

**Numbers for a 20 nm gap**

Take $S_0=20$ nm, $A=2$ nm, wavelength 200 nm, $\beta=1.2$, $\gamma=4$ cm/MV and a stress voltage of 8 V. Then $E_0=4$ MV/cm, $m=16$ and $s=1.41$ nm. With the field taken as $V/S$ and the exponential law, the full average gives:

| Phase | $c$ | Smallest gap (nm) | $L$ |
|---|---|---|---|
| 0° | 1 | 20.0 | 1.00 |
| 30° | 0.866 | 19.0 | 1.245 |
| 90° | 0 | 17.2 | 4.1 |
| 180° | −1 | 16.0 | 12.7 |

At 90° the small-variation formula gives $\ln L=(2/400)(1.2\times16^2+2\times16)=1.70$, or $L=5.5$, against 4.1 from the full average. The expansion parameter is $1.2\times16\times2/20=1.9$, outside its range. At 30° the parameter is 0.70 and the two values agree within about 1 %.

The weakest-link rule was tested at 90° by drawing random Weibull lifetimes for 30,000 lines of 64 segments. The sampled 63.2 % lifetime agreed with the predicted one within the sampling error, which is $\sqrt{0.632\times0.368/30000}/(1.2\times0.368)$, or about 0.6 %.

For in-phase motion the loss now comes from slope and curvature. Here $Ak=0.063$ and $z=0.314$, so the first-order field change has amplitude $0.0628\tanh(0.314)=0.019$, against 0.207 in antiphase. Suppose that the field at one electrode, here the left one, drives the damage, and let $\epsilon=E/E_0-1$. Expanding the average as before gives

$$\ln L\simeq m\langle\epsilon\rangle+\tfrac12\beta m^2\langle\epsilon^2\rangle .$$

A numerical solution of the Laplace equation between the curved edges gives $\langle\epsilon\rangle=0.00092$, close to the slant estimate of 0.00099. The first term is then $16\times0.00092=0.015$, and the second is $\tfrac12\times1.2\times16^2\times0.0191^2/2=0.028$. Their sum gives $L=1.04$, as does the full solution. The antiphase loss factor with the same electrode-field criterion is 13.9. This is the sense in which in-phase wiggling barely harms the lifetime: about 4 % is lost instead of more than 90 %.

**When in-phase wiggling does harm**

The result depends on a long wavelength. With the amplitude held at 2 nm and the electrode field again driving the damage, the in-phase loss factor is 1.006 at 400 nm, 1.04 at 200 nm, 1.47 at 100 nm and 4.5 at 60 nm. In the last case the same-height gap is still constant, yet the peak electrode field is 17 % above $E_0$. A vanishing gap variance is therefore not sufficient for a small loss.

The choice of driving field matters too. If damage followed the field averaged along the shortest path, the 200 nm wiggle would act through slant alone, with $\ln L\simeq16\times0.00099=0.016$. Both choices give a small loss at this wavelength. In phase, however, at nearly all heights the field is raised at one electrode and lowered at the other. If the larger of the two electrode fields at each height set the damage, the loss factor would be 1.24 instead of 1.04. The model cannot decide between these choices.

Equal variance and constant mean gap are separate conditions. In-phase amplitudes of 2.0 and 1.6 nm leave a gap standard deviation of 0.28 nm and, with the field taken as $V/S$, a loss factor of 1.03. If the field at the left electrode, which has the larger amplitude, drives the damage, the loss factor is 1.13 at 200 nm. A uniform narrowing by 1 nm adds nothing to the variance, yet it gives $L=\exp[16(20/19-1)]=2.3$. Correlated wiggling offers no protection against such a shift.

**Stress, use and real interconnects**

At 1 V the field is 0.5 MV/cm. The antiphase loss then depends strongly on the lifetime law, even when all laws are given $m=16$ at stress. For the exponential law $m$ falls to 2 and $L=1.10$; for the $\sqrt E$ law $m=5.7$ and $L=1.6$; for the power law $m$ stays at 16 and $L=9.0$. The benefit of in-phase motion seen at stress therefore cannot be carried over to use without a lifetime law.

The parameters are illustrative, chosen with porous low-permittivity dielectrics between narrow copper lines in mind and not fitted to a measured material; the 2 nm amplitude was chosen to make the effect visible. Real edges contain many wavelengths, are imperfectly correlated and vary through the height of the line. The mean gap can also shift, for example when neighbouring lines are patterned in separate exposures. In the 200 nm example a 1 nm narrowing costs a factor of 2.3 at stress, far more than the 4 % left by the in-phase wiggle. This ranking depends on the wavelength: at 60 nm the in-phase loss factor of 4.5 is the larger one. Rough edges with a short correlation length contain such short waves, so even perfectly correlated edges can then leave a substantial loss. Copper drift, local heating and damage to the dielectric are left out, so the loss factors compare geometries within the model and do not predict product lifetimes. The remaining values are in the numerical output.

## Table of computed values

```
mean gap 20.0 nm, amplitude 2.0 nm, wavelength 200 nm
edge standard deviation s = 1.414 nm
Weibull shape = 1.2, field acceleration = 4.0 cm/MV
stress: 8.0 V, 4.00 MV/cm, m = 16.0
use: 1.0 V, 0.50 MV/cm
Gap-variation model at stress (field = V/gap, exponential-in-E law):
 phase 0 deg: c = 1.000, gap sd = 0.000 nm, min gap = 20.00 nm
   loss factor = 1.000, small-variation estimate = 1.000
 phase 30 deg: c = 0.866, gap sd = 0.732 nm, min gap = 18.96 nm
   loss factor = 1.245, small-variation estimate = 1.255
 phase 90 deg: c = 0.000, gap sd = 2.000 nm, min gap = 17.17 nm
   loss factor = 4.051, small-variation estimate = 5.452
 phase 180 deg: c = -1.000, gap sd = 2.828 nm, min gap = 16.00 nm
   loss factor = 12.664, small-variation estimate = 29.725
Antiphase loss factor at use voltage, laws matched in m at stress:
 E law: m = 2.00, loss factor = 1.098
 rootE law: m = 5.66, loss factor = 1.592
 power law: m = 16.00, loss factor = 8.982
What in-phase wiggling leaves (electrode field, stress, E law):
 wavelength 400 nm: peak E/E0 = 1.0049, loss factor = 1.0057
 wavelength 200 nm: peak E/E0 = 1.0192, loss factor = 1.0433
 wavelength 100 nm: peak E/E0 = 1.0714, loss factor = 1.4685
 wavelength 60 nm: peak E/E0 = 1.1708, loss factor = 4.5317
 mesh-doubling shift of loss at 200 nm = -0.00000
 mesh-doubling shift of loss at 60 nm = +0.00681
at 200 nm: A k = 0.0628, k S0/2 = 0.3142
first-order field change, in phase = 0.0191
first-order field change, antiphase = 0.2065
amplitude ratio tanh^2(k S0/2) = 0.0925
mean field rise by slant, long-wave estimate = 0.00099
mean field rise, full solution = 0.00092
shortest in-phase distance = 19.961 nm
antiphase peak field, full solution = 5.026 MV/cm
antiphase peak field, V/min gap = 5.000 MV/cm
antiphase loss, electrode field = 13.879
in phase, amplitudes 2.0 and 1.6 nm: gap sd = 0.283 nm, loss = 1.0343
constant gap loss of 1.0 nm: loss factor = 2.321
random-segment test: t63 sampled/rule = 1.0004
```
